# Trans influence from two donors sharing one metal acceptor orbital: verification in Python

```python
"""
Trans influence in a three-orbital model.
Filled donors A and B couple by -VA and -VB to one empty metal orbital M.
Four electrons fill the two lowest orbitals.
Result under test: if both donor energies are at or below that of M, raising
VA lowers the B-M bond order PB and the covalent removal energy DB.
For equal donors at energy zero and M at delta:
    PB = 2 VB / W,   DB = W(VA,VB) - W(VA,0),
    W = sqrt(delta^2 + 4 VA^2 + 4 VB^2).
Energies are in eV, lengths in angstrom unless a label says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

A, B, M = 0, 1, 2


def hamiltonian(va, vb, ea, eb, em, direct=0.0):
    return np.array([[ea, -direct, -va],
                     [-direct, eb, -vb],
                     [-va, -vb, em]], dtype=float)


def density(h):
    """Spin-summed density matrix with two doubly filled orbitals."""
    c = np.linalg.eigh(h)[1][:, :2]
    return 2 * c @ c.T


def filled_energy(h, overlap=None):
    return 2 * eigh(h, overlap, eigvals_only=True)[:2].sum()


def width(va, vb, delta):
    return np.sqrt(delta**2 + 4 * va**2 + 4 * vb**2)


def slope_formula(va, vb, ea, eb, em):
    """Derivative of PB with VA, from the energy of the empty top orbital."""
    top = np.linalg.eigvalsh(hamiltonian(va, vb, ea, eb, em))[-1]
    g = 1 / (top - np.array([ea, eb]))
    x = np.array([va**2, vb**2])
    s = 1 + np.sum(x * g**2)
    bracket = g.sum() - 2 * np.sum(x * g**3) / s
    return -4 * va * vb * g[0] * g[1] / s**2 * bracket


# Worked parameters
delta, vb, va_weak, va_strong = 5.0, 2.0, 2.0, 3.0
step = 1e-4


def base_energy(va, v):
    return filled_energy(hamiltonian(va, v, 0, 0, delta))


def removal(energy, va):
    return energy(va, 0.0) - energy(va, vb)


# Equal donors: diagonalization against the closed forms
rows = []
for va in (va_weak, va_strong):
    h = hamiltonian(va, vb, 0, 0, delta)
    levels, vectors = np.linalg.eigh(h)
    p = density(h)
    w = width(va, vb, delta)
    given = 2 - p[B, B]
    d = removal(base_energy, va)
    assert np.allclose(levels, [(delta - w) / 2, 0, (delta + w) / 2])
    assert abs(vectors[M, 1]) < 1e-12
    assert np.isclose(p[M, B], 2 * vb / w)
    assert np.isclose(p[M, A], 2 * va / w)
    assert np.isclose(given, 4 * vb**2 / (w * (w + delta)))
    assert np.isclose(base_energy(va, vb), delta - w)
    assert np.isclose(d, w - width(va, 0, delta))
    hp = density(hamiltonian(va + step, vb, 0, 0, delta))
    hm = density(hamiltonian(va - step, vb, 0, 0, delta))
    slope_b = (hp[M, B] - hm[M, B]) / (2 * step)
    slope_a = (hp[M, A] - hm[M, A]) / (2 * step)
    slope_d = (removal(base_energy, va + step)
               - removal(base_energy, va - step)) / (2 * step)
    assert abs(slope_b + 8 * va * vb / w**3) < 1e-7
    assert abs(slope_a - 2 * (delta**2 + 4 * vb**2) / w**3) < 1e-7
    assert abs(slope_d - 4 * va * (1 / w - 1 / width(va, 0, delta))) < 1e-7
    rows.append((va, w, levels[0], levels[2], p[M, A], p[M, B],
                 given, d, slope_b, slope_d))
assert rows[1][5] < rows[0][5] and rows[1][6] < rows[0][6]
assert rows[1][7] < rows[0][7] and rows[1][4] > rows[0][4]

# Unequal donors below the acceptor: sign, slope and energy reciprocity
rng = np.random.default_rng(12)
trials = 400
largest_slope = -np.inf
for _ in range(trials):
    ea, eb = rng.uniform(-8, 0, 2)
    va, v = rng.uniform(0.2, 5, 2)

    def general(a, b):
        return filled_energy(hamiltonian(a, b, ea, eb, 0))

    plus = density(hamiltonian(va + step, v, ea, eb, 0))[M, B]
    minus = density(hamiltonian(va - step, v, ea, eb, 0))[M, B]
    numeric = (plus - minus) / (2 * step)
    # The central-difference error grows when the couplings are small.
    assert abs(numeric - slope_formula(va, v, ea, eb, 0)) < 1e-5
    assert numeric < 0
    largest_slope = max(largest_slope, numeric)
    d_plus = general(va + step, 0) - general(va + step, v)
    d_minus = general(va - step, 0) - general(va - step, v)
    pa_both = density(hamiltonian(va, v, ea, eb, 0))[M, A]
    pa_alone = density(hamiltonian(va, 0, ea, eb, 0))[M, A]
    d_slope = (d_plus - d_minus) / (2 * step)
    assert abs(d_slope - 2 * (pa_both - pa_alone)) < 1e-5
    assert d_slope < 0

# A level above the metal orbital can reverse the trend
counter = [density(hamiltonian(va, 1.0, 4.0, -5.0, 0.0))[M, B]
           for va in (0.5, 1.0)]
assert counter[1] > counter[0]
assert slope_formula(0.75, 1.0, 4.0, -5.0, 0.0) > 0

# Bond length: numerical energy minimum against the stationary condition
beta, rho = 1.0, 3.0
w_ref = width(va_weak, vb, delta)
repulsion = 4 * beta * vb**2 / (rho * w_ref)


def stretched_energy(x, va):
    return (base_energy(va, vb * np.exp(-beta * x))
            + repulsion * np.exp(-rho * x))


shifts, relaxed = [], []
for va in (va_weak, va_strong):
    found = minimize_scalar(stretched_energy, bounds=(-0.5, 1.0), args=(va,),
                            method="bounded", options={"xatol": 1e-9})
    predicted = brentq(lambda x: np.exp((rho - 2 * beta) * x)
                       - width(va, vb * np.exp(-beta * x), delta) / w_ref,
                       -0.5, 1.0)
    # A flat minimum limits the position to about the root of rounding error.
    assert abs(found.x - predicted) < 1e-5
    shifts.append(predicted)
    relaxed.append(base_energy(va, 0) - found.fun)
assert shifts[1] > shifts[0] + 0.01
assert relaxed[0] > relaxed[1] > 0

# Effects left out of the three-orbital model
overlap_per_ev = 0.05
repulsion_u = 5.0
direct = 0.1
raised_a = 1.0
p_offset, p_ratio = 3.0, 0.5


def overlap_energy(va, v):
    h = hamiltonian(va, v, 0, 0, delta)
    s = np.eye(3)
    for donor, coupling in ((A, va), (B, v)):
        sm = overlap_per_ev * coupling
        s[donor, M] = s[M, donor] = sm
        h[donor, M] += sm * delta / 2
        h[M, donor] += sm * delta / 2
    return filled_energy(h, s)


def correlated_energy(va, v, u=repulsion_u):
    """Full diagonalization for one up hole and one down hole."""
    h = hamiltonian(va, v, 0, 0, delta)
    metal = np.diag([0.0, 0.0, 1.0])
    one = -h - u * metal
    two = (np.kron(one, np.eye(3)) + np.kron(np.eye(3), one)
           + u * np.kron(metal, metal))
    return 2 * np.trace(h) + u + np.linalg.eigvalsh(two)[0]


def direct_energy(va, v, sign):
    t = sign * direct if v > 0 else 0.0
    return filled_energy(hamiltonian(va, v, 0, 0, delta, t))


def p_energy(va, v, offset=p_offset, ratio=p_ratio):
    h = np.zeros((4, 4))
    h[:3, :3] = hamiltonian(va, v, 0, 0, delta)
    h[3, 3] = delta + offset
    h[A, 3] = h[3, A] = -ratio * va
    h[B, 3] = h[3, B] = ratio * v
    return filled_energy(h)


assert np.isclose(correlated_energy(3.0, 2.0, 0.0), base_energy(3.0, 2.0))
variants = [
    ("three-orbital model", base_energy),
    ("with overlap", overlap_energy),
    ("with acceptor repulsion U", correlated_energy),
    ("direct A-B element -0.1 eV", lambda a, b: direct_energy(a, b, 1)),
    ("direct A-B element +0.1 eV", lambda a, b: direct_energy(a, b, -1)),
    ("A level raised", lambda a, b: filled_energy(
        hamiltonian(a, b, raised_a, 0, delta))),
    ("with higher p acceptor", p_energy),
]
results = []
for name, energy in variants:
    weak, strong = removal(energy, va_weak), removal(energy, va_strong)
    assert weak > strong > 0
    results.append((name, weak, strong, weak - strong))


def hybrid_energy(va, v):
    return p_energy(va, v, 0.0, 1.0)


hybrid_loss = removal(hybrid_energy, va_weak) - removal(hybrid_energy, va_strong)
assert abs(hybrid_loss) < 1e-10

temperature = 400.0
thermal = constants.k * temperature / constants.e
gap = rows[0][3]
assert gap > 50 * thermal
to_kj = constants.e * constants.N_A / 1000
loss = rows[0][7] - rows[1][7]

print(f"inputs: delta = {delta:.1f} eV, VB = {vb:.1f} eV")
for va, w, low, high, pa, pb, q, d, sb, sd in rows:
    print(f"VA = {va:.1f} eV: W = {w:.4f} eV")
    print(f"  lowest, top level = {low:.4f}, {high:.4f} eV")
    print(f"  bond orders PA, PB = {pa:.4f}, {pb:.4f}")
    print(f"  charge given by B = {q:.4f} electrons")
    print(f"  removal energy DB = {d:.4f} eV")
    print(f"  dPB/dVA = {sb:.5f} per eV, dDB/dVA = {sd:.4f}")
print(f"relative fall of PB = {100 * (1 - rows[1][5] / rows[0][5]):.1f} %")
print(f"fall of DB = {loss:.4f} eV = {loss * to_kj:.1f} kJ/mol")
print(f"random unequal-donor cases tested = {trials}")
print(f"largest dPB/dVA among them = {largest_slope:.2e} per eV")
print("counterexample: levels A, B, M = 4, -5, 0 eV; VB = 1 eV")
print(f"  PB at VA = 0.5, 1.0 eV: {counter[0]:.5f}, {counter[1]:.5f}")
print(f"decay constants beta, rho = {beta:.1f}, {rho:.1f} per angstrom")
print(f"repulsion prefactor R = {repulsion:.4f} eV")
print(f"B-M bond lengthening = {shifts[1]:.4f} angstrom")
print(f"relaxed DB, weak and strong A = {relaxed[0]:.4f}, {relaxed[1]:.4f} eV")
print(f"overlap per coupling = {overlap_per_ev:.2f} per eV")
print(f"acceptor repulsion U = {repulsion_u:.1f} eV")
print(f"rise of A level = {raised_a:.1f} eV")
print(f"p level above M = {p_offset:.1f} eV, coupling ratio = {p_ratio:.1f}")
print("DB at weak A, at strong A, and its fall (eV):")
for name, weak, strong, fall in results:
    print(f"  {name}: {weak:.4f}, {strong:.4f}, {fall:.4f}")
print(f"fall with equal degenerate p acceptor = {abs(hybrid_loss):.1e} eV")
print(f"kT at {temperature:.0f} K = {thermal:.4f} eV")
print(f"orbital gap at weak A = {gap:.4f} eV = {gap / thermal:.0f} kT")
print("done: every assertion held")
```

Running it gives:

```
inputs: delta = 5.0 eV, VB = 2.0 eV
VA = 2.0 eV: W = 7.5498 eV
  lowest, top level = -1.2749, 6.2749 eV
  bond orders PA, PB = 0.5298, 0.5298
  charge given by B = 0.1689 electrons
  removal energy DB = 1.1467 eV
  dPB/dVA = -0.07436 per eV, dDB/dVA = -0.1898
VA = 3.0 eV: W = 8.7750 eV
  lowest, top level = -1.8875, 6.8875 eV
  bond orders PA, PB = 0.6838, 0.4558
  charge given by B = 0.1324 electrons
  removal energy DB = 0.9647 eV
  dPB/dVA = -0.07104 per eV, dDB/dVA = -0.1689
relative fall of PB = 14.0 %
fall of DB = 0.1820 eV = 17.6 kJ/mol
random unequal-donor cases tested = 400
largest dPB/dVA among them = -3.30e-03 per eV
counterexample: levels A, B, M = 4, -5, 0 eV; VB = 1 eV
  PB at VA = 0.5, 1.0 eV: 0.00347, 0.01196
decay constants beta, rho = 1.0, 3.0 per angstrom
repulsion prefactor R = 0.7064 eV
B-M bond lengthening = 0.1266 angstrom
relaxed DB, weak and strong A = 0.4403, 0.2752 eV
overlap per coupling = 0.05 per eV
acceptor repulsion U = 5.0 eV
rise of A level = 1.0 eV
p level above M = 3.0 eV, coupling ratio = 0.5
DB at weak A, at strong A, and its fall (eV):
  three-orbital model: 1.1467, 0.9647, 0.1820
  with overlap: 0.8097, 0.6457, 0.1640
  with acceptor repulsion U: 1.0872, 0.9112, 0.1760
  direct A-B element -0.1 eV: 1.1133, 0.9254, 0.1879
  direct A-B element +0.1 eV: 1.1809, 1.0048, 0.1760
  A level raised: 1.0877, 0.8964, 0.1913
  with higher p acceptor: 1.4293, 1.3148, 0.1145
fall with equal degenerate p acceptor = 8.9e-16 eV
kT at 400 K = 0.0345 eV
orbital gap at weak A = 6.2749 eV = 182 kT
done: every assertion held
```
